# Diffuse phonon transmission and the cubic law for low-temperature interface conductance: a program that tests the result

```python
"""Diffuse-mismatch transmission and low-temperature interface conductance.

Result under test, for two isotropic solids joined at a diffuse plane:
    t12 = S2/(S1+S2),   S = sum over three branches of 1/v^2
    G = A T^3,   A = pi^2 kB^4/(30 hbar^3) * S1 S2/(S1+S2)
v: sound speed; t12: probability that a phonon arriving from solid 1
leaves into solid 2; G: conductance per area between the temperatures
of the arriving phonons. Solid 1 is copper-like, solid 2 silicon-like.
Material inputs are rough typical values. SI units unless stated.
"""
import numpy as np
from scipy.constants import hbar, k as kB, pi

# Rough material inputs
v_cu = np.array([4800.0, 2300.0, 2300.0])
v_si = np.array([9000.0, 5400.0, 5400.0])
rho_cu, rho_si = 8900.0, 2300.0
cells_cu, cells_si = 8.5e28, 2.5e28
elastic_cu = (170e9, 122e9, 76e9)
elastic_si = (166e9, 64e9, 80e9)
coupling_ep = 2.0e9          # W/(m^3 K^5), electron-phonon power law
gamma_e = 100.0              # J/(m^3 K^2), electron heat capacity / T
resistivity = 1.0e-8         # ohm m, cold thin film
# Chosen operating point
T_bath, thickness, current_density = 4.0, 100e-9, 1.0e10
roughness = 0.5e-9

S_cu, S_si = np.sum(v_cu**-2), np.sum(v_si**-2)
S_pair = S_cu * S_si / (S_cu + S_si)
t12, t21 = S_si / (S_cu + S_si), S_cu / (S_cu + S_si)
A = pi**2 * kB**4 / (30 * hbar**3) * S_pair
G = A * T_bath**3

# --- Transmission of random unitary, time-reversal-symmetric scatterers.
# Channels are counted on a shifted lattice of parallel wavevectors.
rng = np.random.default_rng(7)
lattice = np.arange(-11, 12)
transmitted = count_cu = count_si = 0.0
for a in range(4):
    for b in range(4):
        k2 = ((lattice[:, None] + (a + 0.31) / 4)**2
              + (lattice[None, :] + (b + 0.17) / 4)**2)
        n1 = sum(int(np.sum(k2 < (8 * 2300 / v)**2)) for v in v_cu)
        n2 = sum(int(np.sum(k2 < (8 * 2300 / v)**2)) for v in v_si)
        n = n1 + n2
        z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
        q_mat, r_mat = np.linalg.qr(z)
        d = np.diag(r_mat)
        u = q_mat * (d / np.abs(d))
        s_mat = u.T @ u
        transmitted += np.sum(np.abs(s_mat[n1:, :n1])**2)
        count_cu += n1
        count_si += n2
t12_random, t21_random = transmitted / count_cu, transmitted / count_si
# 3 percent: finite channel number and lattice counting noise
assert abs(t12_random / t12 - 1) < 0.03
assert abs(t21_random / t21 - 1) < 0.03


# --- Emitted power from a direct sum over wavevectors with k_x > 0
def emitted(T, omega, group_speed, kmax, n=900):
    dk = kmax / n
    grid = (np.arange(n) + 0.5) * dk
    kx, kp = grid[:, None], grid[None, :]
    k = np.hypot(kx, kp)
    w = omega(k)
    occupation = 1 / np.expm1(hbar * w / (kB * T))
    density = 2 * pi * kp / (2 * pi)**3
    return np.sum(hbar * w * occupation * group_speed(k)
                  * kx / k * density) * dk**2


def diffuse_flux(T):
    total = 0.0
    for v in v_cu:
        kmax = 40 * kB * T_bath / (hbar * v)
        total += emitted(T, lambda k: v * k, lambda k: v, kmax)
    return t12 * total


G_sum = (diffuse_flux(4.02) - diffuse_flux(3.98)) / 0.04
assert abs(G_sum / G - 1) < 1e-3

heat_flux = resistivity * current_density**2 * thickness
T_line = (T_bath**4 + 4 * heat_flux / A)**0.25
flux_sum = diffuse_flux(T_line) - diffuse_flux(T_bath)
assert abs(flux_sum / heat_flux - 1) < 1e-3

# --- Lattice dispersion: omega = omega_max sin(pi q / (2 q_D))
qD_cu = (6 * pi**2 * cells_cu)**(1 / 3)
qD_si = (6 * pi**2 * cells_si)**(1 / 3)


def q_squared(w, speeds, qD):
    total = np.zeros_like(w)
    for v in speeds:
        w_max = 2 * v * qD / pi
        q = 2 * qD / pi * np.arcsin(np.minimum(w / w_max, 1))
        total += np.where(w < w_max, q**2, 0)
    return total


w_top = 2 * v_cu[0] * qD_cu / pi
dw = w_top / 200000
w_grid = (np.arange(200000) + 0.5) * dw
q1, q2 = q_squared(w_grid, v_cu, qD_cu), q_squared(w_grid, v_si, qD_si)


def G_dispersive(T):
    x = hbar * w_grid / (kB * T)
    dn_dT = x / T / (4 * np.sinh(x / 2)**2)
    return np.sum(hbar * w_grid * dn_dT * q1 * q2 / (q1 + q2)) \
        * dw / (8 * pi**2)


def exponent(T):
    return np.log(G_dispersive(1.01 * T) / G_dispersive(T / 1.01)) \
        / (2 * np.log(1.01))


assert abs(G_dispersive(1.0) / A - 1) < 1e-3
assert abs(exponent(1.0) - 3) < 2e-3
# Group velocity cancels: k-space sum against the q(omega)^2 rule at 100 K
vt = v_cu[1]
wt = 2 * vt * qD_cu / pi
direct = emitted(100.0, lambda k: wt * np.sin(pi * k / (2 * qD_cu)),
                 lambda k: vt * np.maximum(np.cos(pi * k / (2 * qD_cu)), 0),
                 qD_cu)
one_branch = q_squared(w_grid, [vt], qD_cu)
by_rule = np.sum(hbar * w_grid / np.expm1(hbar * w_grid / (kB * 100))
                 * one_branch) * dw / (8 * pi**2)
assert abs(direct / by_rule - 1) < 5e-3


# --- Chain of diffuse planes: resistance added by each interior plane
def chain_resistance(planes):
    layers = planes + 1
    s = np.array([S_cu, S_si] * layers)[:layers] / S_si
    m, rhs = np.zeros((2 * layers, 2 * layers)), np.zeros(2 * layers)
    m[0, 0], rhs[0] = 1, 1                  # hot phonons enter at left
    m[1, 2 * layers - 1] = 1                # none enter at right
    for i in range(planes):
        forward = s[i + 1] / (s[i] + s[i + 1])
        back = 1 - forward
        right, left, right2, left2 = 2*i, 2*i + 1, 2*i + 2, 2*i + 3
        row = 2 * i + 2
        m[row, right2] = s[i + 1]
        m[row, right] = -s[i] * forward
        m[row, left2] = -s[i + 1] * (1 - back)
        m[row + 1, left] = s[i]
        m[row + 1, right] = -s[i] * (1 - forward)
        m[row + 1, left2] = -s[i + 1] * back
    occ = np.linalg.solve(m, rhs)
    return 1 / (s[0] * (occ[0] - occ[1]))


R_single = chain_resistance(1)
R_added = (chain_resistance(41) - R_single) / 40
local_factor = R_single / R_added
assert abs(local_factor - 2) < 1e-8


# --- Specular limit: elastic boundary conditions with mode conversion.
# Here speeds are in km/s, densities in g/cm^3, slowness p in s/km.
def wave(p, q, solid, kind):
    vl, vs, rho = solid
    mu = rho * vs**2
    lam = rho * vl**2 - 2 * mu
    ux, uz = (vl * p, vl * q) if kind == "L" else (vs * q, -vs * p)
    return np.stack([ux + 0j, uz + 0j, mu * (q * ux + p * uz),
                     lam * (p * ux + q * uz) + 2 * mu * q * uz], axis=-1)


def power(field):
    return np.real(field[:, 2] * np.conj(field[:, 0])
                   + field[:, 3] * np.conj(field[:, 1]))


def specular_sum(one, two, p):
    def normal(v):
        return np.sqrt(1 / v**2 - p**2 + 0j)
    l1, s1, l2, s2 = (normal(v) for v in (one[0], one[1], two[0], two[1]))
    out_l, out_s = wave(p, l2, two, "L"), wave(p, s2, two, "T")
    m = np.stack([-wave(p, -l1, one, "L"), -wave(p, -s1, one, "T"),
                  out_l, out_s], axis=-1)
    z1, z2 = one[2] * one[1]**2 * s1, two[2] * two[1]**2 * s2
    total = 4 * z1.real * z2.real / np.abs(z1 + z2)**2
    for q, speed, kind in ((l1, one[0], "L"), (s1, one[1], "T")):
        incident = wave(p, q, one, kind)
        amp = np.linalg.solve(m, incident[:, :, None])[:, :, 0]
        passed = power(amp[:, 2:3] * out_l + amp[:, 3:4] * out_s)
        moving = p < 1 / speed
        total = total + np.where(
            moving, passed / np.where(moving, power(incident), 1), 0)
    return total


cu = (v_cu[0] / 1e3, v_cu[1] / 1e3, rho_cu / 1e3)
si = (v_si[0] / 1e3, v_si[1] / 1e3, rho_si / 1e3)
dp = 1 / cu[1] / 20000
p_grid = (np.arange(20000) + 0.5) * dp
T_forward, T_back = specular_sum(cu, si, p_grid), specular_sum(si, cu, p_grid)
balance_error = np.max(np.abs(T_forward - T_back))
assert balance_error < 1e-7
S_specular = 2 * np.sum(p_grid * T_forward) * dp * 1e-6
same = 2 * np.sum(p_grid * specular_sum(cu, cu, p_grid)) * dp * 1e-6
specular_same_sum = 2 * same / S_cu
assert abs(specular_same_sum - 2) < 2e-3


# --- Cubic elastic anisotropy: replacement for the sum of 1/v^2
def cubic_strength(constants, rho, polycrystal):
    c11, c12, c44 = constants
    e = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", e, e)
         + c44 * (np.einsum("ik,jl->ijkl", e, e)
                  + np.einsum("il,jk->ijkl", e, e)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    mu, weight = np.polynomial.legendre.leggauss(60)
    phi = (np.arange(120) + 0.37) * 2 * pi / 120
    M, F = np.meshgrid(mu, phi, indexing="ij")
    rad = np.sqrt(1 - M**2)
    n = np.stack([rad * np.cos(F), rad * np.sin(F), M], -1).reshape(-1, 3)
    W = np.repeat(weight / 2 / 120, 120)
    gam = np.einsum("ijkl,nj,nl->nik", C, n, n, optimize=True) / rho
    val, vec = np.linalg.eigh(gam)
    c = np.sqrt(val)
    vg = np.einsum("ijkl,nim,nkm,nl->nmj", C, vec, vec, n,
                   optimize=True) / (rho * c[:, :, None])
    speed = (np.linalg.norm(vg, axis=2) if polycrystal
             else 2 * np.abs(vg[:, :, 2]))
    return np.sum(W[:, None] * speed / c**3)


c11_iso, c44_iso = rho_cu * v_cu[0]**2, rho_cu * v_cu[1]**2
isotropic = (c11_iso, c11_iso - 2 * c44_iso, c44_iso)
for poly in (True, False):
    assert abs(cubic_strength(isotropic, rho_cu, poly) / S_cu - 1) < 2e-3
S_cu_cubic = cubic_strength(elastic_cu, rho_cu, True)
S_si_cubic = cubic_strength(elastic_si, rho_si, False)
ratio_cubic = S_cu_cubic * S_si_cubic / (S_cu_cubic + S_si_cubic) / S_pair

# --- Electron-phonon bottleneck and cooling time of the line
C_ph = 2 * pi**2 * kB**4 * T_bath**3 / (15 * hbar**3) * np.sum(v_cu**-3)
C_ph_sum = 0.0
for v in v_cu:
    dk = 40 * kB * T_bath / (hbar * v) / 20000
    k = (np.arange(20000) + 0.5) * dk
    x = hbar * v * k / (kB * T_bath)
    C_ph_sum += np.sum(k**2 / (2 * pi**2) * kB * x**2
                       / (4 * np.sinh(x / 2)**2)) * dk
assert abs(C_ph_sum / C_ph - 1) < 1e-5
C_el = gamma_e * T_bath
G_ep = 5 * coupling_ep * T_bath**4 * thickness
ce, cp = C_el * thickness, C_ph * thickness
tau_lumped = (ce + cp) / G
rates = np.linalg.eigvals(np.array([[-G_ep / ce, G_ep / ce],
                                    [G_ep / cp, -(G_ep + G) / cp]]))
tau_two = -1 / np.max(rates.real)
tau_formula = tau_lumped + ce**2 / (G_ep * (ce + cp))
assert abs(tau_formula / tau_two - 1) < 0.01   # first order in G/G_ep
T_electron = (T_line**5 + heat_flux / (coupling_ep * thickness))**0.2
path_ph = vt * C_ph / (5 * coupling_ep * T_bath**4)

x = np.linspace(0.01, 15, 150000)
x_peak = x[np.argmax(x**4 / np.sinh(x / 2)**2)]
k_peak = x_peak * kB * T_bath / (hbar * vt)
specularity = np.exp(-4 * (k_peak * roughness)**2)

print("Cu speeds L, T (km/s):", v_cu[0] / 1e3, v_cu[1] / 1e3)
print("Si speeds L, T (km/s):", v_si[0] / 1e3, v_si[1] / 1e3)
print("densities Cu, Si (g/cm3):", rho_cu / 1e3, rho_si / 1e3)
print(f"primitive cells Cu, Si (1/m3): {cells_cu:.2e} {cells_si:.2e}")
print("Cu c11 c12 c44 (GPa):", *[round(c / 1e9) for c in elastic_cu])
print("Si c11 c12 c44 (GPa):", *[round(c / 1e9) for c in elastic_si])
print(f"S copper, silicon (s2/km2): {S_cu*1e6:.5f} {S_si*1e6:.5f}")
print(f"S1 S2/(S1+S2) (s2/km2): {S_pair*1e6:.5f}")
print(f"t Cu->Si, Si->Cu: {t12:.4f} {t21:.4f}")
print(f"same, random scatterers: {t12_random:.4f} {t21_random:.4f}")
print(f"A = G/T^3 (W/(m2 K4)): {A:.2f}")
print(f"G at {T_bath:.0f} K (kW/(m2 K)): {G/1e3:.3f}")
print(f"G from k-space sum (kW/(m2 K)): {G_sum/1e3:.3f}")
print(f"G at {T_bath:.0f} K (W/(cm2 K)): {G/1e4:.3f}")
print(f"local/arriving conductance ratio: {local_factor:.6f}")
print(f"film thickness (nm): {thickness*1e9:.0f}")
print(f"current density (MA/cm2): {current_density/1e10:.1f}")
print(f"film resistivity (microohm cm): {resistivity*1e8:.1f}")
print(f"heat flux (kW/m2): {heat_flux/1e3:.1f}")
print(f"flux from k-space sum (kW/m2): {flux_sum/1e3:.2f}")
print(f"line phonon temperature (K): {T_line:.3f}")
print(f"linear estimate of line temperature (K): {T_bath+heat_flux/G:.3f}")
for T in (4, 10, 20, 40, 77, 300):
    print(f"{T} K: dispersive G/(A T^3) {G_dispersive(T)/(A*T**3):.4f},"
          f" exponent {exponent(T):.3f}")
print(f"cubic S Cu, Si (s2/km2): {S_cu_cubic*1e6:.5f} {S_si_cubic*1e6:.5f}")
print(f"G cubic / G isotropic: {ratio_cubic:.4f}")
print(f"G specular / G diffuse: {S_specular/S_pair:.4f}")
print(f"specular mean t Cu->Si, Si->Cu: {S_specular/S_cu:.4f}"
      f" {S_specular/S_si:.4f}")
print(f"specular t12+t21, identical solids: {specular_same_sum:.4f}")
print(f"largest specular balance error: {balance_error:.1e}")
print(f"peak of conductance spectrum, hbar w/kT: {x_peak:.3f}")
print(f"Cu transverse wavelength at peak (nm): {2*pi/k_peak*1e9:.2f}")
print(f"rms roughness (nm): {roughness*1e9:.1f}")
print(f"specularity at normal incidence: {specularity:.3f}")
print(f"electron-phonon constant (W/(m3 K5)): {coupling_ep:.1e}")
print(f"electron-phonon conductance (kW/(m2 K)): {G_ep/1e3:.1f}")
print(f"line electron temperature (K): {T_electron:.3f}")
print(f"phonon path set by electrons (nm): {path_ph*1e9:.0f}")
print(f"electron heat capacity / T (J/(m3 K2)): {gamma_e:.0f}")
print(f"heat capacity phonon, electron (J/(m3 K)): {C_ph:.1f} {C_el:.1f}")
print(f"cooling time, one temperature (ns): {tau_lumped*1e9:.3f}")
print(f"cooling time, two temperatures (ns): {tau_two*1e9:.3f}")
print(f"cooling time, first-order formula (ns): {tau_formula*1e9:.3f}")
print("finished without a failed check")
```

Printed output:

```
Cu speeds L, T (km/s): 4.8 2.3
Si speeds L, T (km/s): 9.0 5.4
densities Cu, Si (g/cm3): 8.9 2.3
primitive cells Cu, Si (1/m3): 8.50e+28 2.50e+28
Cu c11 c12 c44 (GPa): 170 122 76
Si c11 c12 c44 (GPa): 166 64 80
S copper, silicon (s2/km2): 0.42147 0.08093
S1 S2/(S1+S2) (s2/km2): 0.06790
t Cu->Si, Si->Cu: 0.1611 0.8389
same, random scatterers: 0.1606 0.8376
A = G/T^3 (W/(m2 K4)): 692.03
G at 4 K (kW/(m2 K)): 44.290
G from k-space sum (kW/(m2 K)): 44.293
G at 4 K (W/(cm2 K)): 4.429
local/arriving conductance ratio: 2.000000
film thickness (nm): 100
current density (MA/cm2): 1.0
film resistivity (microohm cm): 1.0
heat flux (kW/m2): 100.0
flux from k-space sum (kW/m2): 100.00
line phonon temperature (K): 5.374
linear estimate of line temperature (K): 6.258
4 K: dispersive G/(A T^3) 1.0019, exponent 3.004
10 K: dispersive G/(A T^3) 1.0123, exponent 3.025
20 K: dispersive G/(A T^3) 1.0281, exponent 2.952
40 K: dispersive G/(A T^3) 0.7877, exponent 2.179
77 K: dispersive G/(A T^3) 0.3328, exponent 1.187
300 K: dispersive G/(A T^3) 0.0112, exponent 0.123
cubic S Cu, Si (s2/km2): 0.48453 0.07891
G cubic / G isotropic: 0.9994
G specular / G diffuse: 0.9562
specular mean t Cu->Si, Si->Cu: 0.1540 0.8021
specular t12+t21, identical solids: 2.0000
largest specular balance error: 3.1e-15
peak of conductance spectrum, hbar w/kT: 3.830
Cu transverse wavelength at peak (nm): 7.21
rms roughness (nm): 0.5
specularity at normal incidence: 0.467
electron-phonon constant (W/(m3 K5)): 2.0e+09
electron-phonon conductance (kW/(m2 K)): 256.0
line electron temperature (K): 5.489
phonon path set by electrons (nm): 407
electron heat capacity / T (J/(m3 K2)): 100
heat capacity phonon, electron (J/(m3 K)): 452.5 400.0
cooling time, one temperature (ns): 1.925
cooling time, two temperatures (ns): 2.001
cooling time, first-order formula (ns): 1.998
finished without a failed check
```
